# Monte Carlo transmission of a free-molecular gas through a cylindrical tube

## Definitions and conventions

A straight tube has radius $R$, diameter $2R$ and length $L$. Its inlet, at $z=0$, faces a large reservoir of gas in equilibrium, and its outlet, at $z=L$, faces vacuum. Molecules collide with the wall but not with each other. The transmission probability $W$ is the fraction of molecules entering at $z=0$ that eventually leave at $z=L$; the rest return to the reservoir.

The wall is diffuse: a molecule leaves from the point where it struck, in a direction independent of its arrival. With $\theta$ measured from the inward normal, the probability per solid angle is $\cos\theta/\pi$. The wall neither keeps molecules nor releases others.

Lengths are measured in units of $R$ until the magnesium example, so the case of length equal to diameter is $L=2$. Paths are straight and the emission law does not involve speed, so $W$ depends on $L/R$ alone, not on temperature or molecular mass. Three functions are needed:

- $F(u)$, the probability that a flight from the wall advances by more than $u$ in a chosen axial direction;
- $K(u)$, the probability density of a signed axial step of size $u\ge0$;
- $D(L)$, the probability of passing from inlet to outlet without touching the wall.

## Sampling the flights

**Entrance.** In an equilibrium gas, the number crossing a surface at angle $\theta$ is proportional to the normal velocity, hence to $\cos\theta$. Integrating over azimuth gives, for $\mu=\cos\theta$,

$$P(\mu<c)=\int_0^c2\mu\,d\mu=c^2 .$$

Setting $c^2=U$, with $U$ uniform on $(0,1)$, gives $c=\sqrt U$. The entry point is uniform over the disk, so $P(r<\rho)=\rho^2$ and $r=\sqrt U$ with a fresh $U$.

Put the entry point at $(r,0)$ in the cross-section. Let $b$ be the axial direction component, $t=\sqrt{1-b^2}$ the transverse one and $\phi$ the uniform azimuth. The transverse distance $q$ to the wall satisfies

$$(r+q\cos\phi)^2+(q\sin\phi)^2=1,$$

or $q^2+2rq\cos\phi+r^2-1=0$. The positive root is

$$q=-r\cos\phi+\sqrt{1-r^2\sin^2\phi}.$$

The flight has length $s=q/t$ and axial advance $bs$.

**Wall.** Let $c,a,b$ be the direction components along the inward normal, around the circumference and along the axis. The cosine law gives

$$c=\sqrt U,\quad a=\sqrt{1-c^2}\cos\phi,\quad b=\sqrt{1-c^2}\sin\phi .$$

From the wall point $(1,0)$ the molecule moves to $(1-sc,\,sa)$ in the cross-section. The next hit requires

$$1-2sc+s^2(c^2+a^2)=1,\qquad s=\frac{2c}{c^2+a^2}.$$

The root $s=0$ is the starting point. All wall points at the same $z$ are equivalent, so after the first hit only $z$ need be stored.

As an example, $U=0.25$ and $\phi=30^\circ$ give $c=0.5000$, $a=0.7500$ and $b=0.4330$. Then $s=1/(0.25+0.5625)=1.2308$, and the axial step is $0.4330\times1.2308=0.5329$. A molecule at $z=0.5$ would next hit the wall at $z=1.0329$, still inside a tube of length 2.

## Pseudocode

```
transmitted = 0
repeat N times:
    r = sqrt(random); b = sqrt(random)
    phi = 2*pi*random; t = sqrt(1-b*b)
    q = -r*cos(phi) + sqrt(1-(r*sin(phi))^2)
    z = b*q/t
    while 0 < z < L:
        c = sqrt(random); phi = 2*pi*random
        a = sqrt(1-c*c)*cos(phi)
        b = sqrt(1-c*c)*sin(phi)
        z = z + b*2*c/(c*c+a*a)
    if z >= L: transmitted = transmitted + 1
W = transmitted/N
error = sqrt(W*(1-W)/N)
```

Each call to `random` is independent. An end is crossed before the wall whenever the full chord would carry $z$ beyond it, so the exit point itself is not needed.

The score of one molecule is 0 or 1. Its square equals itself, so its variance is $W-W^2$; the mean of $N$ independent scores has variance $W(1-W)/N$.

## The step distribution in closed form

An independent value of $W$ follows from an integral equation for the same walk. Its kernel comes from the cosine law. Let $\beta$ be the angle from the positive axis, with $c=\sin\beta\cos\psi$ and $a=\sin\beta\sin\psi$, where $-\pi/2<\psi<\pi/2$. The chord is then $s=2\cos\psi/\sin\beta$ and the axial step is $2\cos\psi\cot\beta$. It exceeds $u$ when

$$\beta<\beta_0=\arctan\frac{2\cos\psi}{u}.$$

The probability element is $(c/\pi)\sin\beta\,d\beta\,d\psi$, so

$$F(u)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\psi\int_0^{\beta_0}\sin^2\beta\,d\beta\,d\psi .$$

The density is $K=-dF/du$. With $Q=u^2+4\cos^2\psi$, one has $d\beta_0/du=-2\cos\psi/Q$ and $\sin^2\beta_0=4\cos^2\psi/Q$. Therefore

$$K=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{8\cos^4\psi}{Q^2}d\psi
=\frac1{2\pi}\int_{-\pi/2}^{\pi/2}\left(1-\frac{u^2}{Q}\right)^2d\psi,$$

because $4\cos^2\psi/Q=1-u^2/Q$. Write $A=u^2$ and substitute $\tau=\tan\psi$:

$$\int_{-\pi/2}^{\pi/2}\frac{d\psi}{Q}=\int_{-\infty}^{\infty}\frac{d\tau}{A+4+A\tau^2}=\frac{\pi}{\sqrt{A(A+4)}} .$$

Differentiating with respect to $A$ and changing sign gives

$$\int_{-\pi/2}^{\pi/2}\frac{d\psi}{Q^2}=\frac{\pi(A+2)}{[A(A+4)]^{3/2}} .$$

Expanding the square and inserting both integrals,

$$K(u)=\frac12\left[1-\frac{2u}{\sqrt{u^2+4}}+\frac{u(u^2+2)}{(u^2+4)^{3/2}}\right]
=\frac12\left[1-\frac{u(u^2+6)}{(u^2+4)^{3/2}}\right].$$

The last step uses $2u(u^2+4)-u(u^2+2)=u(u^2+6)$. The tail that vanishes at infinity and has derivative $-K$ is

$$F(u)=\frac{u^2+2}{2\sqrt{u^2+4}}-\frac u2 .$$

Indeed, the derivative of the first term is $[2u(u^2+4)-u(u^2+2)]/[2(u^2+4)^{3/2}]$. At $u=0$, $F=1/2$: half of all wall flights go each way.

Sampled flights test this result. Among $10^6$ of them, the fraction advancing by more than 2 is 0.06088, against $F(2)=0.06066$; three other distances appear in the numerical output.

## First hits and the integral equation

Suppose that uniform isotropic gas fills the tube, and let $\Phi$ be its one-way flux per area. A wall ring of width $dx$ sends molecules to the inlet at the rate $2\pi\,dx\,\Phi F(x)$. In an isotropic gas each straight path is followed equally often in both directions, so the inlet sends the same rate to the ring. Dividing by the inlet's total rate $\pi\Phi$ gives the density of first wall hits, $2F(x)$.

Molecules that have no first hit before $L$ pass directly:

$$D(L)=1-\int_0^L2F(x)\,dx
=1+\frac{L^2}{2}-\frac L2\sqrt{L^2+4}.$$

The integral follows from $d[(x/2)\sqrt{x^2+4}]/dx=(x^2+2)/\sqrt{x^2+4}$.

Let $w(x)$ be the probability that a molecule leaving the wall at $x$ eventually exits at $L$. It either exits on this flight or hits the wall at some $y$ and starts again:

$$w(x)=F(L-x)+\int_0^LK(|x-y|)w(y)\,dy .$$

Adding the direct and scattered molecules gives

$$W=D(L)+\int_0^L2F(x)w(x)\,dx .$$

Each wall flight leaves the tube with probability $F(x)+F(L-x)\ge2F(L)>0$. The chance of surviving $n$ flights is at most $[1-2F(L)]^n$, so the walk ends with probability one. Reflection symmetry then gives $w(x)+w(L-x)=1$.

For quadrature, note that $K(u)\simeq1/2-3u/8$ near zero, so $K(|x-y|)$ has a cusp at $y=x$. Using $\int_0^LK(|x-y|)dy=1-F(x)-F(L-x)$, rewrite the equation as

$$[F(x)+F(L-x)]w(x)=F(L-x)+\int_0^LK(|x-y|)[w(y)-w(x)]dy .$$

The bracket in the integral vanishes at the cusp and removes the jump in slope. Gauss–Legendre points turn this into a linear system. For $L=2$, 80 and 160 points both give $W=0.5142305$.

## Result and balance checks

With $N=4\times10^6$ molecules, the Monte Carlo result for $L=2$ is

$$W=0.51406\pm0.00025,$$

where the uncertainty is one standard error. It lies 0.7 standard errors below the integral-equation value. The scatter among batches gives an error of 0.00024, in agreement with the binomial formula.

Direct flights contribute $D(2)=3-2\sqrt2=0.17157$. The remaining $0.34266$, two thirds of the transmission, has touched the wall at least once.

Two further checks do not use $W$. Feed both ends equally, so that uniform isotropic gas fills the tube. Molecules enter at the rate $2\pi\Phi$ and strike the wall at the rate $2\pi L\Phi$, so the mean number of hits per entering molecule is $L$. By mirror symmetry, the same mean applies to molecules from one end.

For the path length, give all molecules the same speed $v$, which does not alter their paths. If $n$ is the number density, then

$$\Phi=\frac{nv}{4\pi}\int_0^{2\pi}\!d\phi\int_0^1\mu\,d\mu=\frac{nv}{4}.$$

The gas in the tube covers a total path $n\pi Lv$ per unit time. Dividing by the entry rate $2\pi nv/4$ gives a mean path of $2L$ per molecule. The simulation finds $1.9998\pm0.0012$ hits and a path of $4.0000\pm0.0017$ radii, against predictions of 2 and 4.

## Short and long tubes

As $L\to0$, the first-hit density tends to 1 and $w$ to $1/2$. To first order a fraction $L$ hits the wall and half of it goes forward:

$$W\simeq1-L+\frac L2=1-\frac{L}{2R},$$

with the radius restored in the last expression.

For $L\gg1$, many short steps resemble diffusion. At leading order, away from the ends, the wall-hit rate per area falls linearly, $h(x)=\Phi(1-x/L)$. The net current across a plane at $x$, carried by flights from both sides, is

$$2\pi\int_0^\infty[h(x-u)-h(x+u)]F(u)\,du
=\frac{4\pi\Phi}{L}\int_0^\infty uF(u)\,du .$$

Extending the range to infinity neglects end effects. Since $F=-D'/2$ and $uD\to0$ at infinity, integration by parts gives

$$\int_0^\infty uF\,du=\frac12\int_0^\infty D\,du
=\frac12\left[u+\frac{u^3}{6}-\frac{(u^2+4)^{3/2}}6\right]_0^\infty=\frac23 .$$

The upper limit vanishes because $(u^2+4)^{3/2}=u^3+6u+O(1/u)$. Dividing the current by the entry rate $\pi\Phi$ yields $W\simeq8R/(3L)$.

This limit is approached slowly. At $L=10$, or five diameters, it gives 0.267, which is 40% above the integral-equation value 0.19094. At $L=2$ it gives 1.33, which cannot be a probability. The simulation at $L=10$, with 400,000 molecules, gives $0.1920\pm0.0006$.

## Cost, stability and failure modes

A molecule makes one flight more than its number of wall hits, so the mean cost is $1+L$ flights. For relative standard error $\epsilon$,

$$N=\frac{1-W}{W\epsilon^2}.$$

In a long tube $N\simeq3L/(8\epsilon^2)$, and the total number of flights grows as $3L^2/(8\epsilon^2)$. The main run needs about $1.2\times10^7$ flights for a relative error of 0.05%. Molecules can be processed in batches, so memory depends on batch size rather than on $N$. The integral equation needs a dense $n\times n$ matrix and, by direct elimination, work of order $n^3$.

There is no time step, and rounding errors in $z$ are not amplified, since each new step is drawn independently of $z$. Zero denominators, $t=0$ or $c=a=0$, have probability zero in the continuous model. Whether rounding can produce them depends on the random-number generator and the cosine routine; any such draw should be repeated.

The closed form of $F$ subtracts nearly equal numbers at large $u$. Since $(u^2+2)^2-u^2(u^2+4)=4$, multiplying by the conjugate gives the safer form

$$F(u)=\frac{2}{\sqrt{u^2+4}\,[u^2+2+u\sqrt{u^2+4}]}.$$

A wrong emission law can be hard to see in $W$. Setting $c=U$ at the wall makes emission uniform in solid angle. With the entrance law and $L=2$ unchanged, the result becomes 0.5200, a shift of 1.1%. A run of a few thousand molecules would not resolve it; the run of $10^6$, with standard error 0.0005, does.

## Magnesium vapour through a short tube

Consider a magnesium effusion source at 600 K and $10^{-4}$ Torr, with a tube 1 mm long and 1 mm in diameter. With $n=p/k_BT$ and mean speed $\bar v=\sqrt{8k_BT/(\pi m)}$, averaging $nv/4$ over speeds gives the incident flux

$$\Phi=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT}}\approx2.9\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}} .$$

The tube area is $0.7854\ \mathrm{mm^2}$, so about $2.3\times10^{14}$ atoms enter per second. Multiplication by $W=0.5142$ gives about $1.2\times10^{14}$ atoms/s leaving, or about 17 micrograms per hour. Dividing the transmitted rate by $n$ gives the conductance $WA\bar v/4$, where $A$ is the area. With $\bar v=723$ m/s it is 0.073 L/s.

The temperature and pressure are rough values for such a source, and the transmitted rate inherits any error in $p$ proportionally. For a rough collision diameter $d=0.4$ nm, the equilibrium mean free path $1/(\sqrt2\,\pi d^2n)$ is about 0.9 m. The mean path in the tube is 2.0 mm, so the scale of gas collisions, the ratio of these lengths, is about 0.2% per entering atom. This uses the source density throughout and is not a computed change in $W$. For a given tube and collision diameter it grows as $p/T$. The assumed pressure is already close to the saturation pressure of magnesium at 600 K, so a much higher one requires a hotter source. At $10^{-2}$ Torr, which needs about 710 K, the ratio is about 20% and the collisionless model is no longer safe.

The wall can matter more. The model needs a tube hot enough to prevent net condensation. If each impact instead has a 10% chance of permanent capture, every wall-return term in the integral equation is multiplied by 0.9, and $W$ falls to 0.4355, a change of $-15.3\%$. If 10% of impacts are mirror-like and none stick, $W$ rises to 0.547, or by 6.4%. These fractions are trial values, not properties of a particular wall. They show that the digits of 0.5142 belong to the ideal diffuse tube; a real tube warrants them only as far as its wall behaviour is known.

## Table of computed values

```
Hand flight: U = 0.25, angle = 30 deg
Hand flight: c, a, b = 0.5000, 0.7500, 0.4330
Hand flight: length = 1.2308 R, axial step = 0.5329 R
Wall step > 0.5 R: sampled 0.29579, F 0.29571
Wall step > 1.0 R: sampled 0.17112, F 0.17082
Wall step > 2.0 R: sampled 0.06088, F 0.06066
Wall step > 4.0 R: sampled 0.01244, F 0.01246
Wall samples for step test = 1000000
L/D = 1.0, L/R = 2.0
Main run molecules = 4000000
Monte Carlo W = 0.51406, standard error = 0.00025
Error from batch scatter = 0.00024
Integral equation W, 80 nodes = 0.5142305
Integral equation W, 160 nodes = 0.5142305
Direct passage: sampled 0.17166, formula 0.17157
Wall-scattered part of W = 0.34266
Mean wall hits = 1.9998 (error 0.0012)
Mean path = 4.0000 R (error 0.0017 R)
L/D = 0.5: MC 0.6727 +/- 0.0007, equation 0.67198
L/D = 5.0: MC 0.1920 +/- 0.0006, equation 0.19094
Molecules per other-length run = 400000
Molecules per changed-wall run = 1000000
Standard error, changed-wall runs = about 0.0005
W with isotropic wall emission = 0.5200
Trial specular or sticking fraction = 0.10
W with specular fraction = 0.5472, change 6.4 %
W with sticking: MC 0.4363, equation 0.4355, change -15.3 %
Mg source temperature = 600 K
Mg source pressure = 1.0e-04 Torr
Tube length and diameter = 1.0 mm
Mg atomic mass = 24.305 u
Tube area = 0.7854 mm2
Mean speed = 723.0 m/s
Incident flux = 2.909e+16 atoms/(cm2 s)
Entering rate = 2.285e+14 atoms/s
Transmitted rate = 1.175e+14 atoms/s
Transmitted mass rate = 17.07 micrograms/h
Tube conductance = 0.0730 L/s
Rough collision diameter = 0.4 nm
Mean free path = 874 mm
Mean path in tube = 2.000 mm
Gas-collision scale = 0.23 %
```
